# Diffusivity of bond-centre hydrogen in silicon and its isotope ratio

Hydrogen in silicon can rest at the midpoint of a Si–Si bond, the bond-centre (BC) site, and move by thermally activated hops. This problem finds the diffusivity $D$ from the hop rate, and then the change when deuterium replaces hydrogen.

The model has one hydrogen atom in one charge state, with no electric field, trap or other hydrogen nearby. The silicon is a rigid, ideal diamond crystal with cubic lattice constant $a$. Hops go to nearest BC sites. They take negligible time, and the atom forgets each hop before it makes the next.

Let $\Gamma$ be the total rate of completed hops out of a site, summed over all exits. An attempt that recrosses the barrier at once does not count. The diffusivity is defined by the long-time growth $\langle x^2\rangle=2Dt$ along one axis, or $\langle r^2\rangle=6Dt$ in three dimensions when the spreading is isotropic.

## (a) Where are the sites, and how long is a hop?

**Question.** Find the nearest BC neighbours of a BC site, their distance, and the distance of the next shell.

**Solution.** The diamond crystal consists of two face-centred cubic (fcc) sublattices, A and B. Put an A atom at the origin. Its four neighbours are B atoms at $a\mathbf s/4$, where $\mathbf s$ is one of

$$(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1).$$

The bond midpoints are at $a\mathbf s/8$. Each bond contains one A atom, and a cubic cell holds four A atoms with four bonds each. There are thus 16 BC sites per cell, of four types labelled by $\mathbf s$.

Consider the site $a\mathbf s/8$. The three other midpoints around its A atom are displaced from it by

$$\mathbf d=\frac a8(\mathbf s'-\mathbf s),\qquad \mathbf s'\neq\mathbf s .$$

Its B atom is at $a\mathbf s/4$ and has bonds along $-\mathbf s'$. The midpoints around B are displaced by

$$\frac{a\mathbf s}{4}-\frac{a\mathbf s'}{8}-\frac{a\mathbf s}{8}=-\frac a8(\mathbf s'-\mathbf s),$$

which are the opposite vectors. For $\mathbf s=(1,1,1)$ the six displacements are

$$\pm\frac a4(0,1,1),\quad\pm\frac a4(1,0,1),\quad\pm\frac a4(1,1,0),\qquad d^2=\frac{2a^2}{16}=\frac{a^2}{8}.$$

No site is closer. In units of $a/8$, the difference between two sites is an fcc vector plus $\mathbf s'-\mathbf s$. The fcc vector has components $4n_i$ with $n_1+n_2+n_3$ even. If the types are equal, the shortest nonzero squared length is $4^2+4^2=32$. If they differ, $\mathbf s'-\mathbf s$ has one zero and two components $\pm2$. Adding the fcc vector leaves one multiple of 4 and two components that are at least 2 in size, so the squared length is at least 8. The six vectors above reach this value. Reversing just one of the two components $\pm2$ requires an odd $n_i$ there, hence another odd $n_i$ elsewhere. The shortest result is of the form $(\pm4,2,-2)$, with squared length 24. The next shell therefore lies at $\sqrt{24}\,a/8=0.612a$, which is $\sqrt3$ times the hop length $a/\sqrt8=0.354a$.

## (b) Are the six exits equally fast?

**Question.** Show that each exit has the rate $w=\Gamma/6$.

**Solution.** Take the bond along $[111]$. A rotation by $120^\circ$ about the bond permutes $x,y,z$ cyclically and leaves the crystal unchanged. It carries $(0,1,1)$ into $(1,0,1)$ and then into $(1,1,0)$. Inversion through the bond centre exchanges the A and B sublattices, also leaves the crystal unchanged, and reverses every displacement. Together these operations carry any one exit into any other. The energy landscape of the hydrogen has the same symmetry, so the six rates are equal.

In real silicon the two atoms of the bond move apart to make room for the hydrogen. If this relaxation keeps the rotation and the inversion, and follows the hydrogen without delay, the argument is unchanged.

## (c) What is the diffusivity?

**Question.** Find $\langle r^2\rangle$ for an atom that starts at $\mathbf r=0$, and deduce $D$.

**Solution.** Let $P_i(t)$ be the probability of finding the atom at site $i$, at position $\mathbf r_i$. A hop $\mathbf d$ changes $r_i^2$ to $|\mathbf r_i+\mathbf d|^2$. Each hop occurs at rate $w$, so

$$\frac{d\langle r^2\rangle}{dt}=\sum_iP_i\sum_{\mathbf d}w\left(|\mathbf r_i+\mathbf d|^2-r_i^2\right)
=\sum_iP_i\Big(2w\,\mathbf r_i\cdot\sum_{\mathbf d}\mathbf d+w\sum_{\mathbf d}d^2\Big).$$

The available hops depend on the site type, but at every site they come in opposite pairs. Hence $\sum\mathbf d=0$ and the first term vanishes. The second is $6w\,a^2/8=\Gamma a^2/8$, the same at every site. With $\sum_iP_i=1$,

$$\langle r^2\rangle=\frac{\Gamma a^2}{8}\,t .$$

Comparison with $\langle r^2\rangle=6Dt$ gives

$$\boxed{D=\frac{\Gamma a^2}{48}}$$

The 48 is the product of 6, from three-dimensional diffusion, and 8, from $d^2=a^2/8$. In terms of the rate through one exit, $D=wa^2/8$. Confusing $w$ with $\Gamma$ changes $D$ by a factor of six.

The result needs nearest-neighbour hops. Suppose that a fraction $p$ of the hops went to the next shell, where $d^2=3a^2/8$. Inversion still makes the mean hop zero, and the mean squared hop becomes $(1-p)a^2/8+3pa^2/8=(1+2p)a^2/8$. At fixed $\Gamma$, $D$ is then multiplied by $1+2p$.

## (d) Is the spreading isotropic?

**Question.** The six hops from one site do not treat all directions alike. Find $\langle x^2\rangle$ and $\langle xy\rangle$ for a start on a $[111]$ bond.

**Solution.** At a site of type $\mathbf s$, passing to another type $\mathbf s'$ reverses two of the three components of $\mathbf s$. The $x$ component is reversed for two of the three choices of $\mathbf s'$. Each choice has two hops, $\pm\mathbf d$, so four hops have $d_x^2=a^2/16$:

$$w\sum_{\mathbf d}d_x^2=\frac\Gamma6\cdot4\cdot\frac{a^2}{16}=\frac{\Gamma a^2}{24}.$$

One choice of $\mathbf s'$ reverses both $x$ and $y$. Its two hops have $d_xd_y=(a/8)^2(-2s_x)(-2s_y)=a^2s_xs_y/16$, so

$$w\sum_{\mathbf d}d_xd_y=\frac\Gamma6\cdot2\cdot\frac{a^2s_xs_y}{16}=\frac{\Gamma a^2}{48}\,s_xs_y .$$

As in (c), terms linear in $\mathbf d$ cancel. The first sum gives $\langle x^2\rangle=\Gamma a^2t/24=2Dt$ at all times. By the same count $\langle y^2\rangle$ and $\langle z^2\rangle$ are equal to it.

The second sum requires $u(t)=\langle s_xs_y\rangle$. Each hop changes the type, with rate $2w=\Gamma/3$ to each of the other three. Over the four types $s_xs_y$ takes the values $1,-1,-1,1$, which add to zero, so the other three values add to $-s_xs_y$. Therefore

$$\frac{du}{dt}=\frac\Gamma3\left\langle(-s_xs_y)-3s_xs_y\right\rangle=-\frac{4\Gamma}{3}u,\qquad u(0)=1,$$

and $u=e^{-4\Gamma t/3}$. Integrating $d\langle xy\rangle/dt=\Gamma a^2u/48$ from zero,

$$\langle xy\rangle=\frac{\Gamma a^2}{48}\cdot\frac{3}{4\Gamma}\left(1-e^{-4\Gamma t/3}\right)=\frac{a^2}{64}\left(1-e^{-4\Gamma t/3}\right).$$

By the threefold symmetry $\langle yz\rangle$ and $\langle zx\rangle$ are the same. At short times $\langle xy\rangle\approx\Gamma a^2t/48$, half of $\langle x^2\rangle$. The mean square displacement along the starting bond is $\langle x^2\rangle+2\langle xy\rangle$, and along a perpendicular direction it is $\langle x^2\rangle-\langle xy\rangle$. Their ratio starts at $2/\tfrac12=4$. At long times $\langle xy\rangle$ stops at $a^2/64$ while $\langle x^2\rangle$ keeps growing, so the ratio tends to 1 and the diffusivity is isotropic.

A numerical solution of the rate equations on a large cluster gives $\langle x^2\rangle=0.012500a^2$ and $\langle xy\rangle=0.005151a^2$ at $\Gamma t=0.3$. At $\Gamma t=2$ it gives $0.083333a^2$ and $0.014539a^2$. The formulae yield the same digits. A separate calculation of the decay rate $Dk^2$ of long density waves gives $\Gamma a^2/D=48.0000$ for wavevectors along $(1,0,0)$, $(1,1,0)$, $(1,1,1)$ and $(1,-2,4)$.

## (e) What do memory and traps change?

**Question.** Find the change in $D$ if (i) a hop is followed, with extra probability $q$, by its reversal or its repetition, and (ii) a fraction $c$ of the sites bind hydrogen with energy $E_b$.

**Solution.** (i) With probability $1-q$ the next hop is drawn evenly from the six exits and averages to zero. With probability $q$ it is $\sigma\mathbf d_n$, where $\sigma=-1$ for reversal and $\sigma=+1$ for repetition. Repetition is possible because the way back, $-\mathbf d_n$, is an exit of the new site, and exits come in opposite pairs. The mean next hop is $\sigma q\,\mathbf d_n$. Applying this $m$ times gives $\langle\mathbf d_n\cdot\mathbf d_{n+m}\rangle=(\sigma q)^md^2$. For many hops $N$,

$$\frac{\langle r^2\rangle}{N}\to d^2\Big(1+2\sum_{m=1}^\infty(\sigma q)^m\Big)=d^2\,\frac{1+\sigma q}{1-\sigma q}.$$

At fixed $\Gamma$, $D$ is multiplied by $(1-q)/(1+q)$ for reversal and by $(1+q)/(1-q)$ for repetition.

(ii) Let $b=E_b/kT$. Suppose that entry into a trap has the normal rate and that each exit from it is slowed by $e^{-b}$. In equilibrium the flows balance, so a trap site is occupied $e^b$ times as often as a free site. The mean escape rate is

$$\bar\Gamma=\Gamma\,\frac{(1-c)+c\,e^{b}e^{-b}}{(1-c)+c\,e^{b}}=\frac{\Gamma}{1+c(e^b-1)}.$$

The mean hop is still zero at every site, so $D=\bar\Gamma a^2/48$. This holds for hydrogen much more dilute than the traps, after it has come to equilibrium with them.

## (f) What is the classical isotope ratio?

**Question.** Find $w$ for a classical particle of mass $m$ in a harmonic well, and the ratio of $D$ for hydrogen and deuterium.

**Solution.** Let the well have frequencies $\nu_1,\nu_2,\nu_3$. Let the saddle point, higher by $E$, have frequencies $\nu_a,\nu_b$ for motion within the dividing plane. If each crossing completes a hop, $w$ is the mean forward speed times the probability per unit length of being at the plane. The forward part of the Maxwell distribution gives

$$g\equiv\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv=\sqrt{\frac{kT}{2\pi m}} .$$

Each harmonic coordinate contributes

$$\int_{-\infty}^{\infty}e^{-m(2\pi\nu)^2q^2/2kT}dq=\frac{1}{2\pi\nu}\sqrt{\frac{2\pi kT}{m}}=\frac g\nu .$$

There are two such factors at the saddle and three in the well, so

$$w=g\,\frac{g^2/(\nu_a\nu_b)}{g^3/(\nu_1\nu_2\nu_3)}\,e^{-E/kT}=\frac{\nu_1\nu_2\nu_3}{\nu_a\nu_b}\,e^{-E/kT}.$$

The isotopes share the same energy landscape, hence the same $E$ and spring constants, and every frequency scales as $m^{-1/2}$. Three frequencies over two leave $w\propto m^{-1/2}$. The factor $a^2/48$ contains no mass, so

$$\frac{D_{\rm H}}{D_{\rm D}}=\sqrt{\frac{m_{\rm D}}{m_{\rm H}}}=\sqrt{1.999}=1.414 .$$

This value belongs to the rigid crystal. If silicon atoms move together with the hydrogen as it crosses the saddle, they carry part of the moving mass, and the classical ratio lies between 1 and 1.414.

## (g) How far does hydrogen spread in an anneal?

**Question.** Evaluate the classical model for positive hydrogen in a lightly boron-doped wafer, held at 673 K for 1800 s. This is roughly the regime of a forming-gas anneal. Take $E=0.5$ eV, well frequencies 60, 10, 10 THz and saddle frequencies 30, 10 THz. These are round model parameters. The positive charge is also an assumption: at 673 K silicon has roughly $2\times10^{16}$ thermally generated carriers of each sign per cm³, so light boron doping no longer fixes the charge state.

**Solution.** The prefactor per exit is $60\cdot10\cdot10/(30\cdot10)=20$ THz. With $kT=0.05799$ eV, $e^{-E/kT}=1.802\times10^{-4}$, and

$$w=(2.0\times10^{13})(1.802\times10^{-4})=3.60\times10^{9}\ \text{s}^{-1},\qquad\Gamma=6w=2.16\times10^{10}\ \text{s}^{-1}.$$

The atom stays at a site for $1/\Gamma=46$ ps on average. With $a=0.5431$ nm, $a^2/48=6.145\times10^{-17}$ cm², so

$$D_{\rm H}=(2.162\times10^{10})(6.145\times10^{-17})=1.33\times10^{-6}\ \text{cm}^2/\text{s}=1.33\times10^{-10}\ \text{m}^2/\text{s}.$$

The spread along one axis is $\sqrt{2D_{\rm H}t}=\sqrt{2(1.33\times10^{-6})(1800)}$ cm $=0.69$ mm. Deuterium has $D_{\rm D}=9.4\times10^{-7}$ cm²/s and a spread of 0.58 mm. Both are comparable with the thickness of a wafer, so the surfaces would matter. The spread is a measure of reach, not a predicted profile.

## (h) How large are the neglected effects?

**Question.** Correct the rates for quantum vibration and tunnelling, with an unstable saddle mode of $\nu^\ddagger=20$ THz for hydrogen. Then size some of the other neglected effects.

**Solution.** Write $y=h\nu/2kT$. The quantum level sum of an oscillator is

$$\sum_{n=0}^\infty e^{-(2n+1)y}=\frac{e^{-y}}{1-e^{-2y}}=\frac1{2\sinh y},$$

against the classical $kT/h\nu=1/2y$. Each mode is thus changed by $y/\sinh y$, in the numerator of $w$ for the saddle and in the denominator for the well:

$$F_{\rm vib}=\prod_{\rm well}\frac{\sinh y}{y}\Big/\prod_{\rm saddle}\frac{\sinh y}{y}.$$

For tunnelling, take a parabolic barrier and measure energy from its top as $\epsilon h\nu^\ddagger$. In scaled length, $\psi''+(x^2+2\epsilon)\psi=0$. Far to the right the transmitted wave is $Bx^{i\epsilon-1/2}e^{ix^2/2}$, as substitution confirms to leading order. Continue it to the far left along a large semicircle in the upper half of the complex plane. On the second half of this path $e^{ix^2/2}$ is the dominant exponential, so its coefficient is carried over reliably. It becomes the reflected wave, with amplitude $Be^{i\pi(i\epsilon-1/2)}=-iBe^{-\pi\epsilon}$. The reflected and transmitted fluxes are therefore in the ratio $e^{-2\pi\epsilon}$. They add to the incident flux, so the transmission is $1/(1+e^{-2\pi\epsilon})$.

Average this over thermal energies, with $\eta=\epsilon h\nu^\ddagger/kT$, $\alpha=h\nu^\ddagger/2\pi kT$ and $z=e^{-\eta/\alpha}$:

$$F_{\rm tun}=\int_{-\infty}^{\infty}\frac{e^{-\eta}\,d\eta}{1+e^{-\eta/\alpha}}=\alpha\int_0^\infty\frac{z^{\alpha-1}}{1+z}dz=\frac{\pi\alpha}{\sin\pi\alpha}.$$

The last step is a standard integral, valid for $\alpha<1$. At lower temperatures the parabolic formula fails. The lower limit $-\infty$ stands for the well bottom, which is harmless here. The shape of the barrier away from its top matters slightly more: an Eckart barrier of the same height and curvature gives $F_{\rm tun}=1.099$ for hydrogen, where the parabola gives 1.090.

For hydrogen $F_{\rm vib}F_{\rm tun}=1.663\times1.090=1.81$, and for deuterium $1.314\times1.044=1.37$. The vibration factor exceeds 1 because $\sinh y/y$ exceeds 1 and grows with $y$: the 60 THz mode of the well outweighs the 30 THz mode of the saddle, one 10 THz mode of the well cancels that of the saddle, and the other adds a little. Deuterium has smaller $y$ in every mode, so its factor is closer to 1. The diffusivities become $2.4\times10^{-6}$ and $1.3\times10^{-6}$ cm²/s, and their ratio rises from 1.41 to 1.87. Only $\Gamma$ has changed; the relation $D=\Gamma a^2/48$ has not.

The relation itself is disturbed by memory. Suppose the atom needs roughly 1 ps to lose the energy of a hop. At the thermal $\Gamma$ of part (g) the chance of another hop in that time would be only $1-e^{-\Gamma\cdot1\,\text{ps}}=0.021$, and part (e) would give factors of 0.96 and 1.04. That rate, however, belongs to an atom that has already cooled. An atom fresh from the saddle holds about $E^*=E+3kT=0.674$ eV. If this energy is shared among its three modes, it leaves at about $6\cdot20\ \text{THz}\cdot(1-E/E^*)^2\approx8\times10^{12}$ s⁻¹, some 370 times $\Gamma$. The chance of a further hop before it cools is then about 0.6 for a cooling time of 1 ps and about 0.14 for 0.1 ps. How much of this counts as $q$ depends on how well the atom keeps its direction, and sharing the energy with silicon modes lowers it. Memory can therefore change $D$ by a factor of order one, and the memoryless relation needs cooling much faster than 1 ps. Thermal expansion, with a rough coefficient of $4\times10^{-6}$ per kelvin, raises $a^2$ by 0.3 percent.

In real silicon, high-temperature diffusion of hydrogen has an activation energy of roughly half an electronvolt, so the chosen barrier is in the right regime. The saddle frequencies are much less certain, and with them the factor 1.8 and the isotope ratio 1.87. If the saddle keeps a stiff Si–H stretch, with frequencies 60 and 10 THz, they fall to 1.11 and 1.49. With 63 and 25 THz they are 0.94 and 1.38, below the classical values. The harmonic well is a further approximation. In a 10 THz mode at 673 K, hydrogen has a classical rms amplitude of about 0.04 nm, which is not small against half a hop, 0.096 nm. Anharmonicity could therefore change the rate by an amount comparable with the quantum correction. If $E$ and the prefactor were fitted to measured rates, quantum effects would already be included and should not be multiplied in again. Doped devices break the assumption of isolation. Take a rough boron binding energy of 0.7 eV, four trap sites per boron atom and $9.99\times10^{22}$ BC sites per cm³. Trapping then divides $D$ by 1.007 at $10^{15}$ boron atoms per cm³, but by 1.70 at $10^{17}$. Cooling strengthens trapping through $e^{E_b/kT}$. The result describes bulk silicon; hydrogen in SiO₂ or at the Si–SiO₂ interface has other sites and other barriers. The remaining values are in the numerical output.

## Numbers as computed

```
BC sites per cubic cell: 16
nearest BC neighbours: 6
symmetry operations at a BC site: 12
hop length: 0.35355 a; next shell: 0.61237 a
Gamma a^2 / D from Bloch eigenvalue along (1, 0, 0): 48.0000
Gamma a^2 / D from Bloch eigenvalue along (1, 1, 0): 48.0000
Gamma a^2 / D from Bloch eigenvalue along (1, 1, 1): 48.0000
Gamma a^2 / D from Bloch eigenvalue along (1, -2, 4): 48.0000
cluster, Gamma t = 0.3: <x^2> = 0.012500 a^2, <xy> = 0.005151 a^2
cluster, Gamma t = 2.0: <x^2> = 0.083333 a^2, <xy> = 0.014539 a^2
lattice constant: 0.5431 nm
hop length: 0.1920 nm
a^2/48: 6.1450e-17 cm^2
temperature: 673 K; kT: 0.05799 eV
barrier: 0.5 eV; Boltzmann factor: 1.8019e-04
well frequencies: [60. 10. 10.] THz
saddle frequencies: [30. 10.] THz
unstable-mode frequency: 20 THz
prefactor per exit: 2.000e+13 1/s
rate per exit, H: 3.6039e+09 1/s
total escape rate, H: 2.1623e+10 1/s
residence time, H: 46.25 ps
diffusivity, H: 1.3287e-06 cm^2/s = 1.3287e-10 m^2/s
anneal time: 1800 s
rms spread along one axis, H: 0.692 mm
deuteron/proton mass ratio: 1.99901
total escape rate, deuterium: 1.5294e+10 1/s
diffusivity, deuterium: 9.3979e-07 cm^2/s
rms spread along one axis, deuterium: 0.582 mm
classical H/deuterium ratio of D: 1.4139
quantum vibration factor: H 1.663, deuterium 1.314
tunnelling factor: H 1.090, deuterium 1.044
total quantum factor: H 1.813, deuterium 1.371
diffusivity with quantum factor, H: 2.409e-06 cm^2/s
diffusivity with quantum factor, deuterium: 1.289e-06 cm^2/s
H/deuterium ratio with quantum factors: 1.870
relaxation time: 1 ps; hop chance in it: 0.0214
memory factor on D: reversing 0.958, repeating 1.044
BC site density: 9.988e+22 1/cm^3
boron binding energy: 0.7 eV; trap sites per boron: 4
boron 1e+15 1/cm^3: trapping divides D by 1.0070
boron 1e+17 1/cm^3: trapping divides D by 1.6991
expansion coefficient: 4e-06 1/K, from 293 K
thermal expansion changes a^2 by: 0.30 percent
```
